\section*{Hole trapping and oxygen chemical diffusion in an acceptor-doped perovskite}

\section{What moves, and what is counted}

\textbf{Q.} Oxygen diffuses through a perovskite by vacancies. Why should holes caught on immobile acceptors affect its diffusivity at all?

\textbf{A.} Because a vacancy carries charge $+2$ and cannot spread alone. In the oxidised, hole-conducting regime its charge is balanced by a counterflow of holes. A trapped hole takes part in the charge balance but not in the counterflow.

Let $v$, $p$ and $q$ be the concentrations of vacancies, free holes and trapped holes, and $A$ that of acceptors, which is uniform. An acceptor has charge $-1$ when it holds no hole and is neutral when it holds one. With electrons neglected, local neutrality reads
\begin{equation}
2v+p=A-q,\qquad\text{or}\qquad 2v+P=A,\quad P=p+q .
\label{neutral}
\end{equation}
Filling one vacancy adds one oxygen ion, so the oxygen concentration obeys $\nabla c_O=-\nabla v$. Since $A$ is uniform, $\nabla P=-2\nabla v$. Composition thus fixes the total hole concentration, while conduction depends on the free part.

\textbf{Q.} You need a relation between the two parts. What do you assume?

\textbf{A.} That capture and release are fast enough to keep free and trapped holes in equilibrium at every point. At fixed temperature and acceptor density, $p$ is then a function of $P$ alone, and
\begin{equation}
\nabla p=\chi\nabla P=-2\chi\nabla v,\qquad \chi=\left(\frac{dp}{dP}\right)_{A,\,\text{temperature}} .
\label{chi}
\end{equation}
If $A$ varied in space, $\nabla P$ would contain $\nabla A$, and $p$ would also change with $A$ at fixed $P$. A flux could then exist at uniform $v$, and a diffusivity alone would not describe it.

\section{Eliminating the electric field}

\textbf{Q.} Vacancies and holes have very different diffusivities. Surely an electric field builds up between them?

\textbf{A.} It does, and it must be eliminated rather than ignored. I use atomic units, so the elementary charge is one, and write $T$ for the thermal energy. For dilute defects obeying the Nernst--Einstein relation, without cross coefficients, the fluxes along one direction are
\begin{align}
J_V&=-D_V\left(\nabla v+\frac{2v}{T}\nabla\phi\right),\label{jv}\\
J_h&=-D_h\left(\nabla p+\frac{p}{T}\nabla\phi\right),\label{jh}
\end{align}
where $\phi$ is the electrostatic potential and $D_h$ belongs to free holes. Trapped holes have no flux. Neutrality makes the current uniform along the sample, and with no external circuit it vanishes: $2J_V+J_h=0$. Inserting the fluxes gives
\begin{equation}
2D_V\nabla v+D_h\nabla p+\frac{S}{T}\nabla\phi=0,\qquad S=4vD_V+pD_h .
\end{equation}
The 4 in $S$ is the square of the vacancy charge: one factor 2 from the force, one from the current. Solving for $\nabla\phi/T$ and inserting it in \eqref{jv},
\begin{align}
J_V&=-D_V\left[\nabla v-\frac{2v}{S}\left(2D_V\nabla v+D_h\nabla p\right)\right]\nonumber\\
&=-\frac{D_V}{S}\left[(4vD_V+pD_h-4vD_V)\nabla v-2vD_h\nabla p\right]\nonumber\\
&=-\frac{D_VD_h}{S}\left(p\nabla v-2v\nabla p\right).
\label{ambi}
\end{align}
Trapping has not entered yet, except through the statement that trapped holes do not move.

\textbf{Q.} Then put it in, and watch the sign.

\textbf{A.} With $\nabla p=-2\chi\nabla v$, the second term in \eqref{ambi} becomes $+4v\chi\nabla v$. The oxygen flux is $J_O=-J_V$, and $\nabla v=-\nabla c_O$, hence
\begin{equation}
J_O=\frac{D_VD_h}{S}(p+4v\chi)\nabla v=-\widetilde D\,\nabla c_O .
\end{equation}
The chemical diffusivity is therefore
\begin{equation}
\widetilde D=\frac{D_VD_h(p+4v\chi)}{4vD_V+pD_h}
=t_hD_V+t_V\chi D_h,
\label{main}
\end{equation}
with the conductivity shares
\begin{equation}
t_V=\frac{4vD_V}{S},\qquad t_h=\frac{pD_h}{S}=1-t_V .
\end{equation}
The factor $\chi$ multiplies the hole term and leaves the form of the vacancy term alone. Since the shares add to one, $\widetilde D$ is a weighted mean of $D_V$ and $\chi D_h$.

\textbf{Q.} Is there a reading of this that does not pass through the field?

\textbf{A.} Yes. Incorporating one neutral oxygen atom fills a vacancy and creates two holes, so at equilibrium $\mu_O=2\mu_h-\mu_V+\text{constant}$. For dilute defects
\begin{equation}
\frac{d\mu_O}{T}=2\frac{dp}{p}-\frac{dv}{v}
=\left(\frac{4\chi}{p}+\frac1v\right)dc_O ,
\label{thermo}
\end{equation}
because $dv=-dc_O$ and $dp=2\chi\,dc_O$. Multiplying the bracket by $vD_VpD_h/S$ returns \eqref{main}. Compared at the same $v$ and the same free $p$, trapping weakens the driving force per unit composition gradient: a given rise in $c_O$ raises the free-hole concentration, and hence $\mu_O$, by less. At the same composition this conclusion does not carry over, because trapping also lowers $p$, which stands in the denominator of $4\chi/p$.

\section{The derivative is not the free fraction}

\textbf{Q.} If one hole in five hundred is free, I would multiply the hole diffusivity by $1/500$. Why insist on a derivative?

\textbf{A.} Because diffusion responds to changes. When the traps are partly full, an added hole is more likely to stay free than the average hole already present. For one trap level on each acceptor, mass action gives
\begin{equation}
p(A-q)=Kq\quad\Longrightarrow\quad q=\frac{Ap}{K+p},
\end{equation}
where $K$ is a constant at fixed temperature. Differentiating,
\begin{equation}
\frac{dq}{dp}=\frac{A(K+p)-Ap}{(K+p)^2}=\frac{AK}{(K+p)^2}\equiv g .
\end{equation}
Since $dP/dp=1+g$,
\begin{equation}
\chi=\frac1{1+g},\qquad
\frac pP=\frac{1}{1+A/(K+p)} .
\label{chiK}
\end{equation}
Let $f=q/A=p/(K+p)$ be the trap filling, so that $K+p=K/(1-f)$. If trapping is strong, meaning $g\gg1$ and $A\gg K+p$, then
\begin{equation}
\chi\simeq\frac{(K+p)^2}{AK},\qquad \frac pP\simeq\frac{K+p}{A},\qquad
\frac{\chi}{p/P}\simeq\frac{K+p}{K}=\frac1{1-f}.
\end{equation}
The two factors agree for nearly empty traps and part company as the traps fill.

\textbf{Q.} What does strong trapping do to the whole diffusivity, shares included?

\textbf{A.} Then $P\simeq q$, so $v\simeq A(1-f)/2$, while $p=Kf/(1-f)$ and $\chi\simeq K/[A(1-f)^2]$. Hence $4v\chi\simeq2K/(1-f)$, and \eqref{main} becomes
\begin{equation}
\widetilde D\simeq
\frac{D_VD_hK(2+f)}{2A(1-f)^2D_V+fKD_h}.
\label{strong}
\end{equation}
For $f\to0$ this tends to $D_hK/A$: vacancies carry nearly all the current, and the trapped-down hole diffusivity sets the pace. This limit holds only while electrons remain negligible; for the numbers of the next section, with a gap of 2.7 eV, there are already 0.6 electrons per free hole at $f=0.002$. When holes carry nearly all the current, the second term of the denominator dominates and $\widetilde D\simeq D_V(1+2/f)$. This approaches $3D_V$ for nearly full traps, provided $1-f$ stays well above $\sqrt{K/A}$; below that, $g\gg1$ fails. For the numbers of the next section $\sqrt{K/A}=0.04$ and no plateau forms: $\widetilde D/D_V$ is 3.2, 2.6 and 1.4 at $f=0.8$, 0.9 and 0.95.

\section{Numbers for a doped titanate}

\textbf{Q.} Show me a case in which the factor matters.

\textbf{A.} Take rough values in the regime of iron-doped strontium titanate at 900 K, where $T=0.0776$ eV. Let $A=10^{19}$ cm$^{-3}$, with a trap level 0.85 eV above the valence edge and $10^{21}$ cm$^{-3}$ effective band states. With degeneracy factors absorbed in the latter,
\begin{equation}
K=10^{21}e^{-0.85/0.07756}\ \text{cm}^{-3}=1.74\times10^{16}\ \text{cm}^{-3}.
\end{equation}
I set the filling to $f=0.2$, which gives
\begin{equation}
p=\frac{0.2}{0.8}K=4.35\times10^{15}\ \text{cm}^{-3},\qquad
v=\frac{A-p-q}{2}=4.00\times10^{18}\ \text{cm}^{-3}.
\end{equation}
Mobilities of 0.1 cm$^2$/Vs for holes and $10^{-4}$ cm$^2$/Vs for vacancies give $D_h=7.76\times10^{-3}$ cm$^2$/s and $D_V=3.88\times10^{-6}$ cm$^2$/s. The vacancy value contains a factor $1/2$ from its charge.

Now $4vD_V=6.20\times10^{13}$ and $pD_h=3.37\times10^{13}$, both in cm$^{-1}$s$^{-1}$, so $t_V=0.648$ and $t_h=0.352$. From \eqref{chiK}, $g=368$ and $\chi=2.71\times10^{-3}$. Therefore
\begin{align}
\widetilde D&=(0.352)(3.88\times10^{-6})\nonumber\\
&\quad+(0.648)(2.71\times10^{-3})(7.76\times10^{-3})\nonumber\\
&=1.37\times10^{-6}+1.36\times10^{-5}\nonumber\\
&=1.50\times10^{-5}\ \text{cm}^2/\text{s},
\end{align}
or $1.50\times10^{-9}$ m$^2$/s. At the same $v$ and $p$ but with $\chi=1$, the hole term alone would be $5.02\times10^{-3}$ cm$^2$/s.

\textbf{Q.} And my free fraction?

\textbf{A.} It is $p/P=2.17\times10^{-3}$. Used in place of $\chi$, it gives $1.23\times10^{-5}$ cm$^2$/s, which is 18\% below the value from \eqref{main}. The gap widens with filling up to $f\approx0.85$, where it reaches 56\%, and narrows to 27\% at $f=0.95$, because both values tend to $D_V$ as $v\to0$ (diffusivities in $10^{-5}$ cm$^2$/s):
\begin{center}
\begin{tabular}{cccc}
$f$ & $\chi/(p/P)$ & $\widetilde D$ with $\chi$ & with $p/P$\\
0.02 & 1.02 & 1.37 & 1.34\\
0.20 & 1.25 & 1.50 & 1.23\\
0.80 & 4.83 & 1.25 & 0.56
\end{tabular}
\end{center}
At $f=0.8$ the strong-trapping ratio would be 5; the difference arises because $g$ is no longer very large there. Among these three points $\widetilde D$ first rises and then falls. Equation \eqref{strong} shows why. Between $f=0.02$ and $0.20$ the vacancy part of the denominator shrinks by slightly more than the hole part grows, leaving the denominator lower by less than 1\%, so the rise comes mainly from the factor $2+f$ in the numerator. By $f=0.80$ the hole part dominates the denominator, whose growth now outweighs that of the numerator.

\textbf{Q.} You derived \eqref{main} by imposing neutrality, zero current and trap equilibrium. Can it be tested without imposing them?

\textbf{A.} Yes. Take a small sinusoidal disturbance of wavenumber $k$ and keep $\delta v$, $\delta p$ and $\delta q$ independent. Couple them by \eqref{jv}, \eqref{jh}, explicit capture and release, and Poisson's equation $k^2\delta\phi=4\pi(2\delta v+\delta p+\delta q)/\epsilon_r$. The decay rates are the eigenvalues of a three-by-three matrix, and the slowest, divided by $k^2$, is a diffusivity.

For $\epsilon_r=100$, $k=\pi/(0.5\ \text{mm})$ and the capture coefficient $1.81\times10^{-9}$ cm$^3$/s discussed below, it agrees with \eqref{main} to within one part in $10^5$ at all three fillings. A separate numerical solution of the defect equilibrium, differentiated at the same fillings, agrees with \eqref{thermo} and \eqref{chiK} to the same tolerance.

\section{Compared with which crystal?}

\textbf{Q.} So trapping slows oxygen diffusion by a factor $1/\chi$, about 370 here?

\textbf{A.} No. That factor compares hole terms at the same $v$ and the same free $p$. Removing the trap level from a real crystal would not keep $p$ fixed. At the same acceptor density and oxygen content, all $P=2.00\times10^{18}$ cm$^{-3}$ holes would become free. They would dominate conduction, and \eqref{main} with $\chi=1$ and $p=P$ would give
\begin{equation}
\widetilde D_{\text{free}}\simeq D_V\left(1+\frac{4v}{P}\right)
\simeq3.5\times10^{-5}\ \text{cm}^2/\text{s}.
\end{equation}
At this filling the trap-free crystal is therefore faster by a factor of 2.3, not 370. With so many free holes, the vacancies become the bottleneck. Neither the size nor the direction of this ratio is general: it is 27 at $f=0.02$, about 1 at $f=0.4$ and 0.46 at $f=0.8$. When holes carry nearly all the current in both crystals, the comparison is between $D_V(1+4v\chi/p)$ and $D_V(1+4v/P)$, and since $\chi>p/P$ the crystal with traps is then the faster one. The statement that trapping multiplies the hole term by $dp/dP$ is correct at given local conductivities; it is not a ratio of the diffusivities of two crystals.

\section{When traps cannot keep up}

\textbf{Q.} Local equilibrium still carries much of the weight. How fast must the traps be?

\textbf{A.} Let $k_c$ be the capture coefficient. The occupation follows
\begin{equation}
\frac{\partial q}{\partial t}=k_c\left[p(A-q)-Kq\right].
\end{equation}
For small deviations, with $r=k_c(K+p)$ and $(A-q)/(K+p)=g$,
\begin{equation}
\frac{\partial\delta q}{\partial t}
=k_c(A-q)\delta p-k_c(K+p)\delta q=r(g\,\delta p-\delta q).
\end{equation}
If the disturbance decays as $e^{-\Gamma t}$, the left side is $-\Gamma\delta q$, so $\delta q=rg\,\delta p/(r-\Gamma)$. Neutrality and zero current are unchanged. The earlier elimination therefore holds, with $\chi$ replaced by
\begin{equation}
\chi_\Gamma=\frac{\delta p}{\delta p+\delta q}=\frac{r-\Gamma}{r-\Gamma+rg},\qquad
\Gamma=k^2(t_hD_V+t_V\chi_\Gamma D_h).
\label{lag}
\end{equation}
For $\Gamma\ll r$, expansion to first order gives $\chi_\Gamma\simeq\chi[1-(1-\chi)\Gamma/r]$. The relevant rate is $r$, at which the occupation settles at fixed $p$. The capture rate of a free hole, $k_c(A-q)$, is larger by the factor $g$ and would be too lenient a criterion.

\textbf{Q.} Is the condition met in your example?

\textbf{A.} Consider a slab of thickness $L=0.5$ mm with both faces open to the gas and held at fixed composition. Its slowest profile is half a sine wave, so $k=\pi/L$ and
\begin{equation}
\Gamma=\frac{\pi^2\widetilde D}{L^2}
=\frac{\pi^2(1.50\times10^{-5})}{(0.05)^2}\ \text{s}^{-1}
=0.059\ \text{s}^{-1},
\end{equation}
a relaxation time of 17 s. Requiring $r=100\,\Gamma$, which costs about 1\% of the hole term, needs $k_c=2.7\times10^{-16}$ cm$^3$/s.

For comparison, suppose that every hole drawn in by a charged acceptor is caught. The inward drift through a sphere of radius $R$ is $p\mu_h E\,4\pi R^2$, where $\mu_h$ is the hole mobility. In SI form $E=e/(4\pi\epsilon R^2)$, so $k_c=e\mu_h/\epsilon=1.8\times10^{-9}$ cm$^3$/s for $\epsilon_r=100$. This is only an order of magnitude: the distance at which the Coulomb attraction equals the thermal energy is 0.19 nm, less than a lattice constant, so diffusion matters as much as drift, and an absorbing radius of one lattice constant gives $4.8\times10^{-9}$ cm$^3$/s. Actual capture into a deep level may be less efficient, but there is a margin of more than six orders of magnitude.

\textbf{Q.} And if the traps were slow after all?

\textbf{A.} With $r$ only five times the equilibrium value of $\Gamma$, the eigenvalue calculation gives $1.27\times10^{-5}$ cm$^2$/s, 15\% below the local-equilibrium result, and it satisfies \eqref{lag} to within one part in $10^4$. Slower traps slow this mode further: with $r$ equal to the equilibrium value of $\Gamma$ it gives $7.9\times10^{-6}$ cm$^2$/s, and for $r\to0$ its rate falls in proportion to $r$. With frozen occupation the slowest eigenvalue is zero. The next one has $\delta q=0$ and $\chi_\Gamma=1$, and gives $5.03\times10^{-3}$ cm$^2$/s, as \eqref{main} does with $\chi=1$. That fast mode is a small-signal result: free holes alone balance the vacancies, so it requires $2|\delta v|\ll p$.

\section{Standing beside the real material}

\textbf{Q.} Would a real titanate slab relax in 17 s?

\textbf{A.} Not necessarily. The mobilities, trap depth and permittivity are rough values for this oxide near 900 K, and the filling is chosen rather than calculated from an oxygen pressure. Real samples also exchange oxygen through their surfaces at a finite rate. If the flux through a face is $k_s\delta c_O$, half the slab, holding $\delta c_OL/2$ per unit area, empties in $L/(2k_s)$. For an assumed $k_s=10^{-4}$ cm/s this is 250 s, so the surface would control the relaxation. Bulk diffusion controls it only when $k_s$ is far above $2\widetilde D/L=6\times10^{-4}$ cm/s: at that value the slowest mode still takes 56 s, and at ten times that value 20 s. Surface exchange alters the measured time, not $\widetilde D$. Ceramics also contain grain boundaries, whose effect is not estimated here.

\textbf{Q.} Which neglected effects alter $\widetilde D$ itself?

\textbf{A.} Those sized below matter less than the uncertainty of the inputs. A level 0.05 eV deeper, at the same filling, gives $9.5\times10^{-6}$ cm$^2$/s, a drop of 37\%; one 0.05 eV shallower gives a rise of 44\%. Halving or doubling the hole mobility changes $\widetilde D$ by $-39\%$ or $+48\%$, and doing the same to the vacancy mobility by $-26\%$ or $+21\%$. Debye--H\"uckel activity corrections, at the same $v$ and with unchanged mobilities, raise $\widetilde D$ by about 2\%. For an assumed binding energy of 0.3 eV, about 0.045 vacancies are paired with acceptors for each free one; if pairs are immobile and hold no hole, $\widetilde D$ falls by about 1\% at the same oxygen content. This partly counts the same attraction as the Debye--H\"uckel term, so the two should not simply be added.

The other effects estimated here are small for these parameters; cross coefficients between the fluxes are not estimated. For an assumed gap of 2.7 eV and $10^{21}$ cm$^{-3}$ conduction-band states there are $4\times10^{-5}$ electrons per free hole at $f=0.2$; at $f=0.02$ there are $6\times10^{-3}$, which raises $\widetilde D$ by 0.6\% to 3\% for electron mobilities of 0.1 to 0.5 cm$^2$/Vs. Free holes occupy about $4\times10^{-6}$ of the effective band states, so they are not degenerate. Acceptors lie about 4.6 nm apart; for a wavefunction decay length of 0.2 nm and an attempt rate of $10^{13}$ s$^{-1}$, tunnelling over this mean distance would add about $10^{-16}$ of the free-hole conduction. Randomly placed acceptors form a connected path at a shorter distance, about 4 nm, which raises the estimate to between $10^{-14}$ and $10^{-13}$, still negligible. The screening length is about 5 nm, because the acceptors cannot move to screen (counting them as mobile would give 4.2 nm). It is far below the slab thickness, which supports neutrality in the interior.

\textbf{Q.} Then what may I infer from a measured $\widetilde D$?

\textbf{A.} If surface exchange and grain boundaries have been excluded, the traps are in local equilibrium, electrons are negligible, and $t_V$, $D_V$ and $D_h$ are known independently at the same state, \eqref{main} gives
\begin{equation}
\chi=\frac{\widetilde D-(1-t_V)D_V}{t_VD_h}.
\end{equation}
This is the local slope of free against total holes. Turning it into a free fraction needs a trap isotherm: for the single level used here, under strong trapping, $p/P\simeq(1-f)\chi$. The inference is poor when $t_V\chi D_h$ is small compared with $t_hD_V$, because the numerator is then a small difference of larger numbers. It is also poor when $t_V$ is small and known only to an absolute accuracy: at $f=0.8$, where $t_V=0.027$, overestimating $t_V$ by 0.01 lowers the inferred $\chi$ by 27\%.

\section*{Table of computed values}
\begin{verbatim}
temperature 900 K, kT 0.07756 eV
acceptors A 1.00e+19 cm^-3
valence band states 1.00e+21 cm^-3
trap depth 0.85 eV, K 1.7386e+16 cm^-3
mobility: holes 1.00e-01, vacancies 1.00e-04 cm2/Vs
D_h 7.7556e-03 cm2/s, D_V 3.8778e-06 cm2/s
relative permittivity 100
slab thickness 0.50 mm, both faces open
trap filling f 0.20
free holes p 4.3466e+15 cm^-3
trapped holes q 2.0000e+18 cm^-3
vacancies v 3.9978e+18 cm^-3
t_V 0.6478, t_h 0.3522
chi = dp/dP 2.7093e-03, p/P 2.1686e-03
chi*D_h 2.1012e-05 cm2/s
vacancy term t_h*D_V 1.3657e-06 cm2/s
hole term t_V*chi*D_h 1.3612e-05 cm2/s
hole term with chi=1 5.0243e-03 cm2/s
chemical diffusivity 1.4978e-05 cm2/s = 1.4978e-09 m2/s
frozen traps, from modes 5.0257e-03 cm2/s
trap-free crystal, same v 3.4678e-05 cm2/s
trap-free / trapping diffusivity 2.315
relaxation time 16.912 s, rate 5.9130e-02 1/s
filling, chi, p/P, D formula, D modes, D with p/P (cm2/s):
 0.02 1.8071e-03 1.7710e-03 1.3661e-05 1.3661e-05 1.3391e-05
 0.20 2.7093e-03 2.1686e-03 1.4978e-05 1.4978e-05 1.2261e-05
 0.80 4.1655e-02 8.6183e-03 1.2498e-05 1.2498e-05 5.5783e-06
chi/(p/P), 1/(1-f) at each filling:
 0.02 1.0204 1.0204
 0.20 1.2493 1.2500
 0.80 4.8334 5.0000
Langevin capture coefficient 1.810e-09 cm3/s
trap relaxation rate at fixed p 3.933e+07 1/s
capture rate of free holes 1.448e+10 1/s
capture coefficient for r = 100*rate 2.721e-16 cm3/s
D with r = 5*rate 1.2678e-05 cm2/s
Debye length 4.23 nm
D with Debye-Hueckel terms 1.5313e-05 cm2/s
change by Debye-Hueckel 2.24 %
paired/free vacancies, binding 0.3 eV: 0.0454
electrons/holes, gap 2.7 eV: 4.02e-05
mean trap spacing 4.64 nm
trap-hopping/free-hole conduction 1.48e-16
 (decay length 0.2 nm, attempt rate 1e13 1/s)
hole degeneracy p/band states 4.35e-06
D with trap 0.05 eV deeper, same f 9.4519e-06 cm2/s
surface coefficient equal to 2D/L 5.991e-04 cm/s
surface time for 1e-04 cm/s: 250 s
\end{verbatim}
